**Circular hydrogen states: polarizability and crossed-field transfer**

For a circular state, $l=|m|=n-1$, in an electric field along its axis, the linear shift vanishes and $\alpha=4\pi\varepsilon_0a_0^3\,n^4(n+1)(4n+5)/4$. The program asserts this against finite-field diagonalization for $n=1$ to 6 and $n=20$, with a relative tolerance of $10^{-5}$. It also asserts the first-order wave function at a sample point, the Runge–Lenz operator identities on a trial function, and the angular-momentum algebra of the $n=4$ level built from hydrogen functions. In crossed fields, $\Omega=\sqrt{\omega_S^2+\omega_L^2}$ combines the Stark frequency $\omega_S=3nea_0F/(2\hbar)$ and the Larmor frequency $\omega_L=eB/(2m_e)$, and $T$ is the switching time. Direct time propagation at $n=4$ agrees with the closed transfer probability $(1-p)^{2(n-1)}$, where $p$ is the flip probability of one spin one-half; parallel fields give no transfer. For $n=20$ and an initial field of 1000 V/m, the output shows a circular population of 0.9986 after a 100 ns ramp. This value leaves out electron spin, relativity, the diamagnetic term and coupling to other levels.

## Numerical verification

```python
"""Circular hydrogen states (l = |m| = n-1) in static fields.
Results under test:
 1. Field F along the quantization axis: no linear shift, and polarizability
    alpha = 4 pi eps0 a0^3 * n^4 (n+1)(4n+5)/4.
 2. Crossed fields F (along z) and B (along x) inside one n level: turning
    (omega_S, omega_L) = Omega (cos th, sin th) uniformly from th = 0 to pi/2
    in time T takes the extreme Stark state to the circular state about B with
    probability (1-p)^(2(n-1)), p = flip probability of one spin one-half.
Symbols: omega_S = 3 n e a0 F/(2 hbar), omega_L = e B/(2 m_e).
Atomic units are used in the tests, SI in the worked example.
Fixed nucleus, no electron spin, no relativity in the tested model.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as C
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre, gammaln, lpmv

lag_x, lag_w = np.polynomial.laguerre.laggauss(60)
leg_u, leg_w = np.polynomial.legendre.leggauss(60)


def alpha_formula(n):
    return n**4 * (n + 1) * (4 * n + 5) / 4


def cos_element(l, m):
    """<l+1,m|cos(theta)|l,m> by quadrature of Legendre functions."""
    a, b = lpmv(abs(m), l, leg_u), lpmv(abs(m), l + 1, leg_u)
    norm = np.sqrt(np.sum(leg_w * a * a)) * np.sqrt(np.sum(leg_w * b * b))
    return np.sum(leg_w * a * b * leg_u) / norm


# ---- polarizability from diagonalization in a finite field -----------------
def sector_matrices(n, n_rad=10, n_ang=4):
    """H0 and z for fixed m = n-1 in an orthonormal Laguerre basis."""
    m, s = n - 1, n / 2.0                      # r = s * lag_x
    size = n_rad * n_ang
    h0, dip = np.zeros((size, size)), np.zeros((size, size))
    previous = None
    for i in range(n_ang):
        l = m + i
        f, g = [], []
        for k in range(n_rad):
            c = np.exp(0.5 * (gammaln(k + 1) - gammaln(k + 2 * l + 3)))
            lk = eval_genlaguerre(k, 2 * l + 2, lag_x)
            dk = -eval_genlaguerre(k - 1, 2 * l + 3, lag_x) if k else 0 * lag_x
            f.append(c * lag_x**(l + 1) * lk)
            g.append(c * lag_x**l * ((l + 1 - lag_x / 2) * lk + lag_x * dk))
        f, g = np.array(f), np.array(g)
        pot = l * (l + 1) / (2 * (s * lag_x)**2) - 1 / (s * lag_x)
        here = slice(i * n_rad, (i + 1) * n_rad)
        h0[here, here] = (g * lag_w) @ g.T / (2 * s**2) + (f * lag_w * pot) @ f.T
        if previous is not None:
            before = slice((i - 1) * n_rad, i * n_rad)
            block = (previous * lag_w * s * lag_x) @ f.T * cos_element(l - 1, m)
            dip[before, here], dip[here, before] = block, block.T
        previous = f
    return h0, dip


def alpha_numeric(n):
    h0, dip = sector_matrices(n)
    e0 = np.linalg.eigvalsh(h0)[0]
    assert abs(e0 * 2 * n**2 + 1) < 1e-10
    field = 0.002 / n**4
    d1 = np.linalg.eigvalsh(h0 + field * dip)[0] - e0
    d2 = np.linalg.eigvalsh(h0 + 2 * field * dip)[0] - e0
    assert abs(d2 / d1 - 4) < 0.01             # quadratic, not linear
    a1, a2 = -2 * d1 / field**2, -2 * d2 / (2 * field)**2
    return (4 * a1 - a2) / 3                   # removes the fourth-order term


n_table = (1, 2, 3, 4, 5, 6, 20)
alpha_diag = {n: alpha_numeric(n) for n in n_table}
for n in n_table:
    assert abs(alpha_diag[n] / alpha_formula(n) - 1) < 1e-5

# ---- mean values in the circular state -------------------------------------
for n in (1, 3, 20):
    wr = lag_w * lag_x**(2 * n)
    wu = leg_w * (1 - leg_u**2)**(n - 1)
    r = n * lag_x / 2
    r2, r3 = np.sum(wr * r**2) / np.sum(wr), np.sum(wr * r**3) / np.sum(wr)
    u2 = np.sum(wu * leg_u**2) / np.sum(wu)
    assert abs(r2 * u2 / (n**2 * (n + 1) / 2) - 1) < 1e-9
    assert abs(r3 * u2 / (n**3 * (n + 1) * (2 * n + 3) / 4) - 1) < 1e-9
    assert abs(r2 * (1 - u2) / (n**3 * (n + 1)) - 1) < 1e-9

# ---- first-order function and operator identities, by differentiation ------
X = sp.symbols('x y z', real=True)
R = sp.sqrt(X[0]**2 + X[1]**2 + X[2]**2)
I = sp.I
point = {X[0]: 1, X[1]: 2, X[2]: 2}            # here r = 3 exactly


def mom(i, g):
    return -I * sp.diff(g, X[i])


def ham(g):
    return -sum(sp.diff(g, q, 2) for q in X) / 2 - g / R


def ang(i, g):
    j, k = (i + 1) % 3, (i + 2) % 3
    return X[j] * mom(k, g) - X[k] * mom(j, g)


def lenz(i, g):
    j, k = (i + 1) % 3, (i + 2) % 3
    cross = (mom(j, ang(k, g)) - mom(k, ang(j, g))
             - ang(j, mom(k, g)) + ang(k, mom(j, g)))
    return cross / 2 - X[i] * g / R


def dil(g):
    return sum(X[i] * mom(i, g) for i in range(3)) - 3 * I * g / 2


def gen(g):
    return ((X[2] * dil(g) + dil(X[2] * g)) / 6
            - (R**2 * mom(2, g) + mom(2, R**2 * g)) / 3)


for n in (1, 2, 5, 20):
    psi = (X[0] + I * X[1])**(n - 1) * sp.exp(-R / n)
    first = -sp.Rational(n, 2) * X[2] * (n * (n + 1) + R) * psi
    residual = ham(first) + first / (2 * n**2) + X[2] * psi
    value = complex(sp.N(residual.subs(point), 30))
    assert abs(value) < 1e-12 * abs(complex(sp.N(psi.subs(point), 30)))

trial = (X[0] + 2 * X[1]) * (1 + X[2] + X[0] * X[2]) + X[1]**3
identity = (lenz(2, trial)
            - sp.Rational(2, 3) * (ham(X[2] * trial) + X[2] * ham(trial))
            - I * (ham(gen(trial)) - gen(ham(trial))))
closure = (lenz(0, lenz(1, trial)) - lenz(1, lenz(0, trial))
           + 2 * I * ham(ang(2, trial)))
conserved = ham(lenz(2, trial)) - lenz(2, ham(trial))
for expression in (identity, closure, conserved):
    assert abs(complex(sp.N(sp.expand(expression.subs(point)), 30))) < 1e-12

# ---- matrices of one n level from hydrogen functions ------------------------
nm = 4
states = [(l, m) for l in range(nm) for m in range(-l, l + 1)]
index = {s: i for i, s in enumerate(states)}
dim = len(states)
radial = [lag_x**(l + 1) * eval_genlaguerre(nm - l - 1, 2 * l + 1, lag_x)
          for l in range(nm)]
radial = [f / np.sqrt(np.sum(lag_w * f * f)) for f in radial]
Z, Lp = np.zeros((dim, dim), complex), np.zeros((dim, dim), complex)
for (l, m), i in index.items():
    if l + 1 < nm:
        k = index[(l + 1, m)]
        rad = np.sum(lag_w * radial[l] * radial[l + 1] * nm * lag_x / 2)
        Z[i, k] = Z[k, i] = rad * cos_element(l, m)
    if m < l:
        Lp[index[(l, m + 1)], i] = np.sqrt(l * (l + 1) - m * (m + 1))
Lx, Ly = (Lp + Lp.conj().T) / 2, (Lp - Lp.conj().T) / 2j
Lz = np.diag([float(m) for l, m in states]).astype(complex)


def comm(a, b):
    return a @ b - b @ a


Xm, Ym = -1j * comm(Ly, Z), 1j * comm(Lx, Z)   # x and y: same vector operator
Kx, Ky, Kz = [-2 * q / (3 * nm) for q in (Xm, Ym, Z)]
assert np.allclose(comm(Kx, Ky), 1j * Lz, atol=1e-9)
j_spin = (nm - 1) / 2
for sign in (1, -1):
    J = [(a + sign * b) / 2 for a, b in ((Lx, Kx), (Ly, Ky), (Lz, Kz))]
    assert np.allclose(sum(q @ q for q in J),
                       j_spin * (j_spin + 1) * np.eye(dim), atol=1e-9)
circ = index[(nm - 1, nm - 1)]
assert abs((Xm @ Xm)[circ, circ] - 9 * nm**2 * (nm - 1) / 8) < 1e-8
assert abs(Xm[circ, circ]) < 1e-10

# Spectrum in crossed fields: Omega*k with degeneracy n-|k|
wS, wL = 0.7, 1.9
found = np.linalg.eigvalsh(wL * Lx + wS * 2 * Z / (3 * nm))
expected = np.sort([k * np.hypot(wS, wL) for k in range(-nm + 1, nm)
                    for _ in range(nm - abs(k))])
assert np.allclose(found, expected, atol=1e-9)


# ---- switching of the fields -------------------------------------------------
def flip_probability(omega_T):
    q = np.pi / (2 * omega_T)
    return q**2 / (1 + q**2) * np.sin(omega_T / 2 * np.sqrt(1 + q**2))**2


def transfer(omega_T, magnetic, pick=-1, steps=2000):
    """Population of the extreme magnetic state after direct propagation."""
    electric = 2 * Z / (3 * nm)
    psi_t = eigh(electric)[1][:, pick].astype(complex)
    dt = omega_T / steps
    for i in range(steps):
        th = np.pi / 2 * (i + 0.5) / steps
        e, v = np.linalg.eigh(np.cos(th) * electric + np.sin(th) * magnetic)
        psi_t = v @ (np.exp(-1j * e * dt) * (v.conj().T @ psi_t))
    target = eigh(magnetic)[1][:, pick]
    return abs(np.vdot(target, psi_t))**2


propagated = []
for omega_T in (3.0, 8.0, 40.0):
    direct = transfer(omega_T, Lx)
    closed = (1 - flip_probability(omega_T))**(2 * (nm - 1))
    assert abs(direct - closed) < 1e-5         # time-step error only
    propagated.append((omega_T, direct, closed))
lowest = transfer(40.0, Lx, pick=0)
assert abs(lowest - propagated[-1][2]) < 1e-5
parallel = transfer(40.0, Lz)
assert parallel < 1e-12

# ---- worked example in SI ------------------------------------------------------
a0 = C.physical_constants['Bohr radius'][0]
hartree = C.physical_constants['Hartree energy'][0]
unit = 4 * np.pi * C.epsilon_0 * a0**3
assert abs(unit * hartree / (C.e * a0)**2 - 1) < 1e-8
n, F0 = 20, 1000.0
MHz = C.h * 1e6
omega = 3 * n * C.e * a0 * F0 / (2 * C.hbar)
B0 = 2 * C.m_e * omega / C.e
alpha_si = unit * alpha_formula(n)
stark_linear = C.hbar * omega * (n - 1) / MHz
stark_circular = -alpha_si * F0**2 / 2 / MHz
transverse = C.hbar * omega * np.sqrt((n - 1) / 2) / MHz
diamagnetic = C.e**2 * B0**2 * a0**2 * n**3 * (n + 1) / (8 * C.m_e) / MHz
next_level = hartree / 2 * (1 / n**2 - 1 / (n + 1)**2) / MHz
mp.mp.dps = 40


def dirac(n_level, k):
    """Dirac energy in units of m c^2, k = j + 1/2."""
    a = mp.mpf(C.fine_structure)
    return 1 / mp.sqrt(1 + (a / (n_level - k + mp.sqrt(k * k - a * a)))**2)


fine = float(dirac(n, n) - dirac(n, 1)) * C.m_e * C.c**2 / MHz

print("Polarizability of circular states, units of 4 pi eps0 a0^3")
print("   n        formula   diagonalization")
for k in n_table:
    print(f"  {k:2d} {alpha_formula(k):14.1f} {alpha_diag[k]:17.3f}")
print("Transfer in the n = 4 level, crossed fields (dimensionless)")
print("  Omega*T   propagated   closed formula")
for row in propagated:
    print(f"  {row[0]:7.1f} {row[1]:12.6f} {row[2]:16.6f}")
print(f"Lowest Stark state to L_x = -3, Omega*T = 40: {lowest:.6f}")
print(f"Parallel fields, Omega*T = 40: transfer below 1e-12: {parallel < 1e-12}")
print(f"Worked example: n = {n}, initial electric field = {F0:.0f} V/m")
print(f"4 pi eps0 a0^3 = {unit:.5e} C m^2/V")
print(f"Polarizability alpha = {alpha_si:.4e} C m^2/V")
print(f"Omega = {omega:.4e} rad/s")
print(f"Gap Omega/(2 pi) = {omega / (2 * np.pi) / 1e6:.2f} MHz")
print(f"Final magnetic field = {B0 * 1e3:.3f} mT")
print(f"Linear shift of highest Stark state / h = {stark_linear:.1f} MHz")
print(f"Circular state, axial field F0: shift / h = {stark_circular:.4f} MHz")
print(f"Circular state, transverse F0: rms coupling / h = {transverse:.1f} MHz")
print(f"Neglected: Dirac spread of the level / h = {fine:.2f} MHz")
print(f"Neglected: final diamagnetic shift / h = {diamagnetic:.3f} MHz")
print(f"Distance to level n = {n + 1} / h = {next_level:.0f} MHz")
print("Switching of the n = 20 level")
print("  T (ns)   Omega*T   flip prob.   circular pop.   lower bound")
for T_ns in (1, 3, 10, 30, 100, 300):
    oT = omega * T_ns * 1e-9
    p = flip_probability(oT)
    population = (1 - p)**(2 * (n - 1))
    bound = (1 + (np.pi / (2 * oT))**2)**(-2 * (n - 1))
    assert population >= bound - 1e-12
    print(f"  {T_ns:6d} {oT:9.3f} {p:12.3e} {population:15.6f} {bound:13.6f}")
print("checks complete")
```

Running it gives:

```
Polarizability of circular states, units of 4 pi eps0 a0^3
   n        formula   diagonalization
   1            4.5             4.500
   2          156.0           156.000
   3         1377.0          1377.000
   4         6720.0          6720.000
   5        23437.5         23437.500
   6        65772.0         65772.000
  20     71400000.0      71399999.842
Transfer in the n = 4 level, crossed fields (dimensionless)
  Omega*T   propagated   closed formula
      3.0     0.239491         0.239491
      8.0     0.864239         0.864239
     40.0     0.992221         0.992221
Lowest Stark state to L_x = -3, Omega*T = 40: 0.992221
Parallel fields, Omega*T = 40: transfer below 1e-12: True
Worked example: n = 20, initial electric field = 1000 V/m
4 pi eps0 a0^3 = 1.64878e-41 C m^2/V
Polarizability alpha = 1.1772e-33 C m^2/V
Omega = 2.4119e+09 rad/s
Gap Omega/(2 pi) = 383.86 MHz
Final magnetic field = 27.426 mT
Linear shift of highest Stark state / h = 7293.4 MHz
Circular state, axial field F0: shift / h = -0.8883 MHz
Circular state, transverse F0: rms coupling / h = 1183.1 MHz
Neglected: Dirac spread of the level / h = 20.80 MHz
Neglected: final diamagnetic shift / h = 1.881 MHz
Distance to level n = 21 / h = 764646 MHz
Switching of the n = 20 level
  T (ns)   Omega*T   flip prob.   circular pop.   lower bound
       1     2.412    2.927e-01        0.000002      0.000001
       3     7.236    1.272e-02        0.614806      0.173780
      10    24.119    9.055e-04        0.966162      0.851429
      30    72.357    4.695e-04        0.982315      0.982255
     100   241.189    3.730e-05        0.998583      0.998390
     300   723.566    1.085e-06        0.999959      0.999821
checks complete
```
